# Odd-order inverse overlaps and upper bounds in orbital minimization: verification in Python

```python
"""
Result under test: the orbital functional
    E_n[C] = 2 Tr(Q_n B) + 2 eta N,   Q_n = sum_{k=0..n} (I - S)^k,
    S = C^T C,  B = C^T (H - eta) C,
is an upper bound to the ground-state energy for every C if n is odd and
eta is not below the highest eigenvalue of H.  Even n gives no such bound.
H: one-electron Hamiltonian, orthonormal basis; C: N doubly occupied,
unconstrained orbitals; eta: energy shift.  Energies are in hartree.
The example is a dimerized ring of two-site cells.
"""
import numpy as np
from numpy.linalg import matrix_power, eigvalsh, eigh, inv, qr
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def neumann_sum(S, n):
    X = np.eye(len(S)) - S
    return sum(matrix_power(X, k) for k in range(n + 1))


def energy(C, H, eta, n):
    B = C.T @ H @ C - eta * (C.T @ C)
    return 2 * np.trace(neumann_sum(C.T @ C, n) @ B) + 2 * eta * C.shape[1]


def energy_projector(C, H):
    """Energy with the exact inverse overlap, from an orthonormalized span."""
    U, _ = qr(C)
    return 2 * np.trace(U.T @ H @ U)


def energy_gradient(C, H, eta, n):
    """Energy and its derivative with respect to the entries of C."""
    N = C.shape[1]
    S = C.T @ C
    AC = H @ C - eta * C
    B = C.T @ AC
    powers = [np.eye(N)]
    for _ in range(n):
        powers.append(powers[-1] @ (np.eye(N) - S))
    Q = sum(powers)
    G = np.zeros((N, N))
    for k in range(1, n + 1):
        for j in range(k):
            G += powers[j] @ B @ powers[k - 1 - j]
    return 2 * np.sum(Q * B) + 2 * eta * N, 4 * (AC @ Q - C @ G)


def hessian_eigenvalues(C, H, eta, n, h=1e-4):
    size = C.size
    hess = np.zeros((size, size))
    for p in range(size):
        d = np.zeros(size)
        d[p] = h
        d = d.reshape(C.shape)
        gp = energy_gradient(C + d, H, eta, n)[1]
        gm = energy_gradient(C - d, H, eta, n)[1]
        hess[p] = ((gp - gm) / (2 * h)).ravel()
    return eigvalsh((hess + hess.T) / 2)


# ---------------- model and trial orbitals ----------------
cells, t_in, t_out, eta, ratio = 12, 0.10, 0.04, 0.20, 0.2
sites = 2 * cells
H = np.zeros((sites, sites))
for m in range(cells):
    A, Bs, A_next = 2 * m, 2 * m + 1, (2 * m + 2) % sites
    H[A, Bs] = H[Bs, A] = -t_in
    H[Bs, A_next] = H[A_next, Bs] = -t_out
eps, vecs = eigh(H)
C_gs = vecs[:, :cells]
E_gs = 2 * eps[:cells].sum()
homo, lumo, top = eps[cells - 1], eps[cells], eps[-1]
assert eta > top

a = 1 / np.sqrt(2 * (1 + ratio**2))
b = ratio * a
C_trial = np.zeros((sites, cells))
for m in range(cells):
    C_trial[[2 * m, 2 * m + 1], m] = a
    C_trial[[(2 * m - 1) % sites, (2 * m + 2) % sites], m] = b
S_trial = C_trial.T @ C_trial
s_trial = eigvalsh(S_trial)
E_inv = energy_projector(C_trial, H)
assert E_inv >= E_gs

# Bloch formulas for overlap and mean energy against the site matrices
k = 2 * np.pi * np.arange(cells) / cells
s_k = 1 + 4 * a * b * np.cos(k)
e_k = -2 * (t_in * (a*a + 2*a*b*np.cos(k) + b*b*np.cos(2*k))
            + t_out * ((a*a + b*b) * np.cos(k) + 2*a*b)) / s_k
assert np.allclose(np.sort(s_k), s_trial, atol=1e-12)
assert abs(2 * e_k.sum() - E_inv) < 1e-11

print(f"hoppings: {-t_in:.2f}, {-t_out:.2f} hartree; cells: {cells}")
print(f"shift eta: {eta:.2f} hartree")
print(f"highest eigenvalue of H: {top:.4f} hartree")
print(f"HOMO, LUMO: {homo:.4f}, {lumo:.4f} hartree")
print(f"trial amplitudes a, b: {a:.5f}, {b:.5f}")
print(f"4ab: {4*a*b:.5f}")
print(f"trial overlap eigenvalues: {s_trial[0]:.5f} to {s_trial[-1]:.5f}")
print(f"E_gs  = {E_gs:.6f} hartree")
print(f"E_inv = {E_inv:.6f} hartree (trial, exact inverse)")
print(f"E_inv - E_gs = {E_inv - E_gs:.6f} hartree")

# ---------------- orders 0 to 5 on the trial orbitals ----------------
print("n, E_n, E_n-E_inv, E_n-E_gs (hartree), lowest eig. of S^-1-Q_n")
E_trial = {}
for n in range(6):
    E_trial[n] = energy(C_trial, H, eta, n)
    low = eigvalsh(inv(S_trial) - neumann_sum(S_trial, n))[0]
    by_k = -2 * np.sum((1 - s_k)**(n + 1) * (e_k - eta))
    assert abs(E_trial[n] - E_inv - by_k) < 1e-11
    if n % 2:
        assert low > -1e-12 and E_trial[n] > E_inv
    else:
        assert low < -1e-4 and E_trial[n] < E_inv
    print(f"{n} {E_trial[n]:.6f} {E_trial[n]-E_inv:+.6f} "
          f"{E_trial[n]-E_gs:+.6f} {low:+.6f}")
assert E_trial[0] < E_gs and E_trial[2] < E_gs
print(f"E_1-E_gs in eV: {(E_trial[1]-E_gs)*HARTREE_EV:+.4f}")
print(f"E_2-E_gs in eV: {(E_trial[2]-E_gs)*HARTREE_EV:+.4f}")
for name, i in (("0", 0), ("pi", cells // 2)):
    c1, c2 = [-2 * (1 - s_k[i])**(n + 1) * (e_k[i] - eta) for n in (1, 2)]
    print(f"k={name}: s={s_k[i]:.5f}, e={e_k[i]:.4f} hartree, "
          f"error n=1 {c1:+.6f}, n=2 {c2:+.6f} hartree")

# even order does bound from above when no overlap eigenvalue exceeds 1
C_small = C_trial / np.sqrt(s_trial[-1])
E2_small = energy(C_small, H, eta, 2)
assert E2_small > E_inv
print(f"trial scaled to s<=1: E_2-E_inv = {E2_small-E_inv:+.6f} hartree")

# a shift below the spectrum reverses the sign at odd order
eta_low = -0.20
assert eta_low < eps[0]
E1_low = energy(C_trial, H, eta_low, 1)
assert E1_low < E_gs
print(f"eta={eta_low:.2f} hartree: E_1-E_inv = {E1_low-E_inv:+.6f} hartree")

# ---------------- random orbitals, also singular S and s > 2 ----------------
rng = np.random.default_rng(7)
samples, below_even, beyond_two, singular = 300, 0, 0, 0
least_margin = np.inf
for i in range(samples):
    C = C_gs + 10**rng.uniform(-3, 0) * rng.standard_normal(C_gs.shape)
    if i % 10 == 0:
        C[:, 0] = C[:, 1]
        singular += 1
    S = C.T @ C
    beyond_two += eigvalsh(S)[-1] > 2
    for n in (1, 2, 3, 5):
        E = energy(C, H, eta, n)
        if n % 2:
            least_margin = min(least_margin, E - E_gs)
            assert E >= E_gs - 1e-9
        else:
            below_even += E < E_gs
        if i % 10:
            X = np.eye(cells) - S
            B = C.T @ H @ C - eta * S
            error = -2 * np.trace(inv(S) @ matrix_power(X, n + 1) @ B)
            # relative tolerance: large overlaps give very large energies
            assert abs(E - energy_projector(C, H) - error) \
                < 1e-8 * max(1, abs(E))
assert below_even > 0 and beyond_two > 0
print(f"random sets: {samples}; singular S: {singular}; "
      f"with s>2: {beyond_two}")
print(f"least E_n-E_gs, n=1,3,5: {least_margin:.2e} hartree")
print(f"sets with E_2 below E_gs: {below_even}")

# ---------------- uniform scaling of the ground-state orbitals -------------
print("S = s I on ground-state orbitals: E_n-E_gs (hartree), n=1,2,3")
for s in (0.8, 1.2, 3.0):
    diffs = []
    for n in (1, 2, 3):
        d = energy(np.sqrt(s) * C_gs, H, eta, n) - E_gs
        law = -2 * (1 - s)**(n + 1) * np.sum(eps[:cells] - eta)
        assert abs(d - law) < 1e-9
        diffs.append(d)
    assert diffs[0] > 0 and diffs[2] > 0 and (diffs[1] > 0) == (s < 1)
    print(f"s={s:.1f}: " + " ".join(f"{d:+.6f}" for d in diffs))

# ---------------- shift in the gap: local minimum, no global bound ---------
eta_gap = 0.0
assert homo < eta_gap < lumo
C_bad = C_gs.copy()
C_bad[:, -1] = 2 * vecs[:, -1]
bad = energy(C_bad, H, eta_gap, 1) - E_gs
assert bad < -1
rotations = cells * (cells - 1) // 2
curv = hessian_eigenvalues(C_gs, H, eta_gap, 1)
assert np.all(np.abs(curv[:rotations]) < 1e-5)
assert abs(curv[rotations] - 4 * (lumo - homo)) < 1e-5
curv_low = hessian_eigenvalues(C_gs, H, eta_low, 1)
assert abs(curv_low[0] - 16 * (eta_low - homo)) < 1e-5
# overlap directions: largest curvature at the original shift
curv_high = hessian_eigenvalues(C_gs, H, eta, 1)
assert abs(curv_high[-1] - 16 * (eta - eps[0])) < 1e-5
# at third order the overlap directions have no curvature
curv_three = hessian_eigenvalues(C_gs, H, eta, 3)
flat_three = int(np.sum(np.abs(curv_three) < 1e-5))
assert flat_three == cells**2
print(f"eta=0, top state with s=4: E_1-E_gs = {bad:+.4f} hartree")
print(f"eta=0, n=1: zero curvatures {rotations}, "
      f"next {curv[rotations]:.4f} hartree")
print(f"eta={eta_low:.2f}, n=1: lowest curvature {curv_low[0]:.4f} hartree")
print(f"eta={eta:.2f}, n=3: zero curvatures {flat_three}")

# ---------------- steepest descent from the trial orbitals -----------------
direction = rng.standard_normal(C_trial.shape)
for n in range(4):
    h = 1e-5
    fd = (energy(C_trial + h * direction, H, eta, n)
          - energy(C_trial - h * direction, H, eta, n)) / (2 * h)
    an = np.sum(direction * energy_gradient(C_trial, H, eta, n)[1])
    assert abs(fd - an) < 1e-6 * max(1, abs(an))

step, max_steps = 0.02, 10000
print(f"descent step: {step:.2f} per hartree")
for n in (1, 2, 3):
    C = C_trial.copy()
    lowest = np.inf
    for count in range(max_steps + 1):
        E, grad = energy_gradient(C, H, eta, n)
        lowest = min(lowest, E)
        if E < E_gs - 1 or count == max_steps:
            break
        C = C - step * grad
    s = eigvalsh(C.T @ C)
    if n % 2:
        assert lowest > E_gs - 1e-10
        # third order is flat in the overlap, so it converges slowly
        assert E - E_gs < (1e-10 if n == 1 else 1e-5)
    else:
        assert E < E_gs - 1 and s[-1] > s_trial[-1]
    print(f"n={n}: steps {count}, E-E_gs {E-E_gs:+.2e} hartree, "
          f"max|s-1| {np.max(np.abs(s-1)):.2e}")

print("finished without a failed check")
```

Running it gives:

```
hoppings: -0.10, -0.04 hartree; cells: 12
shift eta: 0.20 hartree
highest eigenvalue of H: 0.1400 hartree
HOMO, LUMO: -0.0600, 0.0600 hartree
trial amplitudes a, b: 0.69338, 0.13868
4ab: 0.38462
trial overlap eigenvalues: 0.61538 to 1.38462
E_gs  = -2.497000 hartree
E_inv = -2.496000 hartree (trial, exact inverse)
E_inv - E_gs = 0.001000 hartree
n, E_n, E_n-E_inv, E_n-E_gs (hartree), lowest eig. of S^-1-Q_n
0 -2.676923 -0.180923 -0.179923 -0.277778
1 -1.959763 +0.536237 +0.537237 +0.000000
2 -2.516204 -0.020204 -0.019203 -0.041091
3 -2.436637 +0.059363 +0.060363 +0.000000
4 -2.498499 -0.002499 -0.001498 -0.006079
5 -2.488690 +0.007310 +0.008310 -0.000000
E_1-E_gs in eV: +14.6190
E_2-E_gs in eV: -0.5226
k=0: s=1.38462, e=-0.1400 hartree, error n=1 +0.100592, n=2 -0.038689 hartree
k=pi: s=0.61538, e=-0.0600 hartree, error n=1 +0.076923, n=2 +0.029586 hartree
trial scaled to s<=1: E_2-E_inv = +0.351607 hartree
eta=-0.20 hartree: E_1-E_inv = -0.173822 hartree
random sets: 300; singular S: 30; with s>2: 115
least E_n-E_gs, n=1,3,5: 5.37e-05 hartree
sets with E_2 below E_gs: 136
S = s I on ground-state orbitals: E_n-E_gs (hartree), n=1,2,3
s=0.8: +0.291880 +0.058376 +0.011675
s=1.2: +0.291880 -0.058376 +0.011675
s=3.0: +29.188002 -58.376004 +116.752008
eta=0, top state with s=4: E_1-E_gs = -2.1200 hartree
eta=0, n=1: zero curvatures 66, next 0.4800 hartree
eta=-0.20, n=1: lowest curvature -2.2400 hartree
eta=0.20, n=3: zero curvatures 144
descent step: 0.02 per hartree
n=1: steps 10000, E-E_gs -1.78e-15 hartree, max|s-1| 2.22e-15
n=2: steps 8, E-E_gs -2.00e+00 hartree, max|s-1| 1.27e+00
n=3: steps 10000, E-E_gs +4.08e-07 hartree, max|s-1| 1.76e-02
finished without a failed check
```
